# Choosing the k-mesh for the honeycomb antiferromagnetic threshold in mean field

## What scaling and symmetry fix

The half-filled Hubbard model at zero temperature contains two energies, the hopping $t$ and the on-site repulsion $U$. Any threshold for magnetic order therefore has the form $U_c=(\text{number})\times t$. A calculation with $L\times L$ k-points adds one more pure number, $L$, so the setting to be chosen, the k-mesh, enters through a function $U_c(L)/t$.

Scaling also fixes how this function converges. The threshold depends on the zone average of $1/\varepsilon$, where $\pm\varepsilon$ are the band energies. Near a Dirac point $\varepsilon$ is proportional to the distance $|q|$. A mesh of spacing $1/L$ gives each point the weight $1/L^2$ and samples a function of size $L$ there, so the error is of order $1/L$. If the mesh is also symmetric under inversion about the Dirac point, every correction odd in $q$ cancels, and the error series is $L^{-1},L^{-3},L^{-5},\dots$. What remains is to find the number, the coefficients and the conditions.

## The self-consistent problem

The Hamiltonian is
$$H=-t\sum_{\langle ij\rangle\sigma}(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad U>0,$$
with nearest-neighbour hopping and one electron per site. With $x,y$ the phases of $k$ along the two lattice vectors, the hopping between sublattices A and B is $-tf$, where $f=1+e^{ix}+e^{iy}$, and $\varepsilon=t|f|$.

Mean field replaces $n_\uparrow n_\downarrow$ by $n_\uparrow\langle n_\downarrow\rangle+\langle n_\uparrow\rangle n_\downarrow-\langle n_\uparrow\rangle\langle n_\downarrow\rangle$. For Néel order take $\langle n_{i\sigma}\rangle=\tfrac12+\sigma s_i m$, with $\sigma=\pm1$, and $s_i=+1$ on A, $-1$ on B. The moment per site is then $m$ in units of $\hbar$. An electron of spin $\sigma$ feels the potential $U\langle n_{i,-\sigma}\rangle=U/2-\sigma s_iUm$. With $\Delta=Um$, the spin-up matrix is
$$\frac U2+h,\qquad h=\begin{pmatrix}-\Delta&-tf\\-tf^*&\Delta\end{pmatrix},\qquad h^2=\varepsilon^2+\Delta^2\equiv E^2 .$$
The energies are $U/2\pm E$, and the band gap is $2\Delta$, reached at the Dirac points. The projector on the filled band is $(1-h/E)/2$. Its AA element is $(1+\Delta/E)/2$, whose zone average must equal $\tfrac12+m$. Hence
$$m=\tfrac12\langle\Delta/E\rangle\quad\Rightarrow\quad \frac2U=\Big\langle\frac1E\Big\rangle\quad(\Delta\neq0).$$

For the energy per site, the two filled bands of a two-site cell give $U/2-\langle E\rangle$. Subtracting the double-counted $U(\tfrac14-m^2)$ leaves
$$e(\Delta)=-\langle E\rangle+\frac{\Delta^2}{U}+\frac U4 .$$
At a self-consistent $\Delta$ this is the mean-field energy. As a function of $z=\Delta^2$,
$$e'(z)=\frac1U-\frac12\Big\langle\frac1E\Big\rangle,\qquad e''(z)=\frac14\Big\langle\frac1{E^3}\Big\rangle>0 .$$
A convex function has one minimum. It lies at $z>0$ if and only if $e'(0)<0$, that is, for
$$U>U_c=\frac{2}{\langle1/\varepsilon\rangle}.$$
The minimum moves continuously away from zero, so within the Néel form the transition is continuous. The threshold is nonzero because $1/|q|$ is integrable in two dimensions, which keeps $\langle1/\varepsilon\rangle$ finite.

The reduction to one unknown was tested by iterating all four densities, starting from $0.70,0.40$ (up, down) on A and $0.35,0.55$ on B. With $L=24$ the moment vanishes at $U=2t$ and is $0.2221\hbar$ at $U=3t$, in agreement with the gap equation on the same mesh.

## Is the two-site cell large enough?

A weak potential $v_j$ acting on one spin species changes its density by $\delta n_i=-\sum_j\chi_{ij}v_j$. The matrix $\chi$ is a sum over filled-to-empty transitions, each with a positive denominator, and has no negative eigenvalue. In a spin mode $v_j=U\delta n_{j,-\sigma}=-U\delta n_{j\sigma}$, so instability requires $U\lambda=1$ for an eigenvalue $\lambda$ of $\chi$. In a charge mode the sign is reversed, and $U\lambda=-1$ is impossible.

At wavevector $q$, let a normalized mode have amplitudes $v_A,v_B$. The filled and empty states have equal weight on A and B and opposite relative sign. The squared transition element is thus at most $(|v_A|+|v_B|)^2/4\le\tfrac12$. Transitions from $k$ to $k+q$ and back give two such terms, so
$$\lambda(q)\le\Big\langle\frac1{\varepsilon_k+\varepsilon_{k+q}}\Big\rangle\le\frac14\Big\langle\frac1{\varepsilon_k}+\frac1{\varepsilon_{k+q}}\Big\rangle=\frac12\Big\langle\frac1\varepsilon\Big\rangle .$$
The second step is $(a+b)^2\ge4ab$. The Néel mode, $q=0$ and $v_B=-v_A$, reaches the bound. Spin-rotation symmetry extends the result to other spin directions.

The two-site cell therefore contains the first linear instability of the paramagnet. This does not exclude a discontinuous jump to a larger-cell state. On an antiperiodic cluster of $6\times6$ cells, the response matrix has largest eigenvalue $0.4113/t$, with the Néel pattern, and next largest $0.3205/t$.

## A reference without a two-dimensional mesh

From here on energies are in units of $t$. Write $1+e^{ix}=c\,e^{ix/2}$ with $c=2\cos(x/2)$, and measure $y$ from $x/2$ by $\beta=y-x/2$. Then
$$|f|^2=1+c^2+2c\cos\beta=(1+c)^2-4c\sin^2(\beta/2).$$
A negative $c$ can be made positive by $\beta\to\beta+\pi$. Averaging over $\beta$, and then over $\varphi=x/2$, gives
$$\Big\langle\frac1\varepsilon\Big\rangle=\frac2\pi\int_0^{\pi/2}\!d\varphi\;\frac2\pi\frac{K(\mu)}{1+c},\qquad \mu=\frac{4c}{(1+c)^2},$$
where $K(\mu)=\int_0^{\pi/2}d\theta\,(1-\mu\sin^2\theta)^{-1/2}$. The integral is $0.896441$, so $U_c=2/0.896441=2.23105$.

## The mesh at zero gap

Use $x=2\pi(n_1+\tfrac12)/L$, and likewise for $y$, with $L$ a multiple of 3. The Dirac points are $(x,y)=\pm(2\pi/3,-2\pi/3)$. They fall on the unshifted mesh, so the shifted points lie at displacements $u=(n+\tfrac12)/L$ from them, in units of $2\pi$. This set is inversion symmetric.

Near a Dirac point
$$|f|\simeq2\pi r,\qquad r^2=u_1^2+u_2^2-u_1u_2,\qquad d^2u=\tfrac2{\sqrt3}\,d^2r .$$
The expansion of $|f|^2$ consists of polynomials of degree $2,3,\dots$. That of $1/|f|$ consequently has terms of homogeneous degree $d=-1,0,1,\dots$ and parity $(-1)^{d+1}$. A term of degree $d$ contributes an error proportional to $L^{-2-d}$, and odd terms cancel. Away from the Dirac points the summand is smooth and periodic, and its error falls faster than any power. This proves the series $L^{-1},L^{-3},L^{-5},\dots$.

The leading coefficient needs $Z$, the sum of $1/r$ over the points $n+\tfrac12$ minus the corresponding integral. Split $1/r$ into $\mathrm{erfc}(\sqrt\eta\,r)/r$ and $\mathrm{erf}(\sqrt\eta\,r)/r$. The first part is summed directly; its integral is $\frac2{\sqrt3}\,2\pi\int_0^\infty\mathrm{erfc}(\sqrt\eta\,r)\,dr=\frac4{\sqrt3}\sqrt{\pi/\eta}$. The second is smooth, and Poisson summation turns its sum minus integral into a sum over integer pairs $G\neq0$. Writing it as $\frac2{\sqrt\pi}\int_0^{\sqrt\eta}e^{-s^2r^2}ds$ and transforming the Gaussian gives
$$2\sqrt\pi\int_0^{\sqrt\eta}\frac{ds}{s^2}e^{-k^2/4s^2}=\frac{2\pi}{k}\,\mathrm{erfc}\frac{k}{2\sqrt\eta}.$$
Here $k=2\pi g$ and $g^2=\frac43(G_1^2+G_2^2+G_1G_2)$. The half shift supplies the sign $(-1)^{G_1+G_2}$:
$$Z=\sum_n\frac{\mathrm{erfc}(\sqrt\eta\,r_n)}{r_n}-\frac4{\sqrt3}\sqrt{\frac\pi\eta}+\frac2{\sqrt3}\sum_{G\ne0}(-1)^{G_1+G_2}\frac{\mathrm{erfc}(\pi g/\sqrt\eta)}{g}.$$
The value is $Z=-1.4045$. Two Dirac points, each with $1/|f|=1/(2\pi r)$, give
$$\Big\langle\frac1\varepsilon\Big\rangle_L=\Big\langle\frac1\varepsilon\Big\rangle+\frac{Z}{\pi L}+O(L^{-3}),\qquad \frac Z\pi=-0.4471 .$$
The mesh with $L=192$ gives $-0.4471$ for the same coefficient, which confirms that the slow convergence comes from the cones. The average is too small, so the threshold is too high, by about $2.231\times0.4471/(0.8964L)=1.11/L$.

Since the powers are known, they can be eliminated. With $I_L=\langle1/\varepsilon\rangle_L$, the combination $R_L=2I_{2L}-I_L$ removes $1/L$, $(8R_{2L}-R_L)/7$ removes $L^{-3}$, and the next step uses 32 and 31. The two coarsest meshes give thresholds $2.327514$ and $2.278354$, hence
$$I_{12}=0.859286,\quad I_{24}=0.877827,\quad R_{12}=0.896368,\quad U_c\simeq2/R_{12}=2.2312 .$$
The relative error is below $10^{-4}$, whereas $L=192$ without extrapolation still errs by $0.26\%$. The changes $R_{48}-R_{24}$ and $R_{96}-R_{48}$ have the ratio $7.84$, close to the 8 expected of $L^{-3}$; the coarser pair gives $7.41$. The four meshes from 24 to 192, with three powers removed, reproduce the reference to all printed digits.

## The mesh once a gap is open

For $\Delta>0$ the summand is smooth and the convergence changes character. By Poisson summation the error is a sum over $G\ne0$ of Fourier components at $k=2\pi Lg$. Near a cone $1/E=(1/2\pi)(r^2+a^2)^{-1/2}$ with $a=\Delta/2\pi$. The Gaussian representation used above, now with $s$ running to infinity and $w=1/s$, gives the transform
$$2\sqrt\pi\int_0^\infty dw\,e^{-k^2w^2/4-a^2/w^2}=\frac{2\pi}k e^{-ka}.$$
Each cone thus contributes $\frac2{\sqrt3}(-1)^{G_1+G_2}e^{-Lg\Delta}/(2\pi Lg)$. The six shortest vectors have $g=2/\sqrt3$. Four carry a minus sign and two, $\pm(1,-1)$, a plus sign, which sum to $-2$. For two cones
$$\Big\langle\frac1E\Big\rangle_L-\Big\langle\frac1E\Big\rangle\simeq-\frac2{\pi L}\,e^{-2\Delta L/\sqrt3},$$
valid for $\Delta L\gg1$ and $\Delta^2L\ll3\sqrt3$. The second condition comes from the bands beyond the linear cone. Averaging $1/E$ over $\beta$ leaves a singularity where $(1-c)^2+\Delta^2=0$, that is, at $2\cos(x/2)=1\pm i\Delta$, or $x=2\pi/3\mp2i\Delta/\sqrt3+\Delta^2/(3\sqrt3)+\dots$. The imaginary part gives the exponential; the real shift gives a phase $\Delta^2L/(3\sqrt3)$, which the linear cone omits. At $\Delta=0.1$, $L=60$ this phase is only $0.12$, and the formula predicts $-1.04\times10^{-5}$; the mesh gives $-1.03\times10^{-5}$.

The mesh must therefore resolve the gap. The choice $L\ge10t/\Delta$ makes the exponential about $10^{-5}$. At $U=2.26$, where $\Delta=0.0312$, this means $L$ of about 320. At $U=3$, where $\Delta=0.67$, it asks for $L$ of about 15. There $\Delta^2L$ exceeds $3\sqrt3$, so the prefactor above no longer applies, but the decay rate, the imaginary part of $x$ at the singularity, is still close to $2\Delta/\sqrt3$. For $\Delta$ above about $2t$ that rate falls well below $2\Delta/\sqrt3$, and the rule is too lenient: at $\Delta=3.4t$ it gives $L=3$ and an exponential of about $4\times10^{-4}$.

## Two mesh artefacts

An unshifted mesh with $L$ a multiple of 3 contains both Dirac points, each of which adds $1/\Delta$ to the sum of $1/E$. The right side of the gap equation then diverges as $\Delta\to0$ and vanishes as $\Delta\to\infty$, so there is a nonzero solution for every $U>0$. If $I'_L$ is the mesh average of $1/\varepsilon$ without these two points, a small gap obeys
$$\frac2U\simeq I'_L+\frac2{L^2\Delta}\quad\Rightarrow\quad\Delta\simeq\frac{2}{L^2(2/U-I'_L)} .$$
At $U=2$, below the threshold, $L=24$ yields a false $\Delta=0.0217$; the formula gives $0.0218$. At fixed $U<U_c$ it vanishes as the mesh is refined, which identifies it as an artefact. The fall approaches $L^{-2}$ only on fine meshes; on coarse ones it is slower, because $I'_L$ itself still grows with $L$.

A shifted mesh has the opposite defect. Its finite sum is analytic in $\Delta^2$, so
$$\frac2U=I_L-\frac{\Delta^2}2\Big\langle\frac1{\varepsilon^3}\Big\rangle_L+\dots,$$
and the gap starts as the square root of the distance from $U_c(L)$. For $L=12$, quadrupling a small distance multiplies the gap by $2.001$. This square root belongs to the mesh, as the next section shows.

## The true onset, and a second route to the threshold

The contour $\varepsilon=\text{const}$ around one Dirac point encloses the fraction $\frac2{\sqrt3}\pi(\varepsilon/2\pi)^2$ of the zone. Two points enclose $\varepsilon^2/(\sqrt3\pi)$, so the density of states is $\rho=2\varepsilon/(\sqrt3\pi)$. The first distortion of the contour is odd under inversion and does not change the area at next order, so the correction to $\rho$ is of order $\varepsilon^3$ and affects $\langle1/E\rangle$ only from order $\Delta^2$. For the linear part, with a cutoff $W$, $\int_0^W\varepsilon\,d\varepsilon/\sqrt{\varepsilon^2+\Delta^2}=\sqrt{W^2+\Delta^2}-\Delta$. Therefore
$$\Big\langle\frac1E\Big\rangle=\frac2{U_c}-\frac{2\Delta}{\sqrt3\pi}+O(\Delta^2),\qquad \Delta\simeq\sqrt3\,\pi\Big(\frac1{U_c}-\frac1U\Big).$$
The moment $m=\Delta/U$ grows linearly above $U_c$. At $U=2.26$ the law gives $\Delta=0.03125$, against the self-consistent $0.03122$.

This permits an extrapolation in the gap at a fixed, converged mesh, here $L=960$. The solutions at $U=2.26$ and $2.30$ have $\Delta=0.031222$ and $0.073031$. A straight line through them reaches $\Delta=0$ at
$$2.26-0.031222\times\frac{0.04}{0.041809}=2.2301 .$$
Adding $U=2.34$ and $2.38$ and using a cubic in $\Delta$ gives $2.23105$, in agreement with the zero-gap route.

## Iterations near the threshold

Plain iteration maps $\Delta$ to $F(\Delta)=\frac U2\Delta\langle1/E\rangle$. At the solution $\frac U2\langle1/E\rangle=1$, so to leading order
$$1-F'(\Delta)=-\frac U2\Delta\frac{d}{d\Delta}\Big\langle\frac1E\Big\rangle\simeq\frac U2\,\frac{2\Delta}{\sqrt3\pi}=\frac U{U_c}-1 .$$
This is the fraction of the error removed per step. At $U=2.26$ it is $0.0130$, or 176 steps per decimal digit. Linear mixing with weight $\alpha$ multiplies the fraction by $\alpha$ and slows convergence further for $\alpha<1$. A small change between steps is thus weak evidence of convergence: the remaining error is about $1/0.013\simeq77$ times larger. A bracketed root search on the gap equation avoids this. Its upper limit is $\Delta=U/2$, because $\langle1/E\rangle<1/\Delta$.

## Recommended settings

- For the threshold alone, evaluate $\langle1/\varepsilon\rangle$ on half-shifted meshes with $L$ a multiple of 3, double $L$, and remove the odd powers.
- For moments and gaps, use half-shifted meshes with $L$ a multiple of 3 and $L\ge10t/\Delta$, and check the value of $\Delta$ afterwards. For $\Delta$ above about $2t$ keep $L$ at 6 or more.
- Close to $U_c$, converge the mesh at each $U$ before extrapolating $\Delta\to0$.

These rules assume half filling, zero temperature and isotropic nearest-neighbour hopping. Unequal hoppings move the Dirac points, and the condition on $L$ then no longer places the mesh symmetrically.

## What a converged mesh cannot repair

Quantum Monte Carlo places the transition near $3.8t$, a rough literature value; mean field gives about $0.59$ of it. At $U=3.8t$ the mean-field state already has $m=0.32\hbar$, 64% of the saturated $\hbar/2$, and a gap of $2.43t$. No mesh refinement removes this discrepancy.

An exactly diagonalized six-site ring shows the direction of the error. Apply a staggered field $h$ that adds to $\Delta$, and define $\chi=m/h$ for small $h$. Mean field gives $m=\chi_0(h+Um)$, hence $1/\chi=1/\chi_0-U$. For the exact ring define $U_{\rm eff}=1/\chi_0-1/\chi$. Its levels have $|\varepsilon|=2,1,1,2,1,1$, so $\chi_0=\frac12\cdot\frac56=\frac5{12}$, and mean field would order at $2.4t$. At $U=2.23t$ the exact response gives $U_{\rm eff}=1.53t$, and at $3.8t$ it gives $1.98t$. On the ring, correlation thus makes the tendency to staggered order weaker than mean field predicts. Because $U_{\rm eff}$ is measured against the free $\chi_0$, it combines changes in the interaction between electrons with changes in how each electron propagates, and does not separate the two. A finite ring has no transition, and its finite $\chi$ forces $U_{\rm eff}<2.4t$, so these values do not predict the lattice threshold.

The energies point the same way. At $U=3t$ ordering gains $0.016t$ per site on the lattice, while the paramagnetic determinant misses $0.156t$ per site of correlation energy on the ring. The ring at $U=3t$ is above its own mean-field threshold, and its Néel determinant recovers $0.025t$ of this amount. The systems differ, so this compares scales only, but a modest difference in missed correlation between the two phases could reverse their order.

Graphene has this lattice, with a hopping of roughly 3 eV, for which the mean-field threshold would be about 6.7 eV. It breaks the assumption of a purely on-site interaction. In mean field a neighbour repulsion $V$ adds exchange to the hopping, $t\to t+Vp$, where $p=\langle|f|\rangle/6$ is the bond amplitude per spin. The phase of $f$, and hence $p$, is unchanged, so $U_c$ rises by the factor $1+Vp/t$. Since $\langle|f|\rangle\le\sqrt{\langle|f|^2\rangle}=\sqrt3$, the rise is at most 15% for $V=t/2$, a value chosen for illustration and not an estimate for graphene. A larger $V$ can bring charge order first. If each spin density changes by $+\delta$ on A and $-\delta$ on B, an electron on A feels the extra potential $(U-6V)\delta$, so this mode grows once $6V-U$ exceeds the raised $U_c$. With $U$ set to that raised threshold, this happens for $3V>U$. The longer Coulomb tail is not estimated here, so the on-site model alone does not decide how close graphene is to magnetic order.

The full set of computed values is in the numerical output below.

## Calculated quantities

```
reference <1/eps> = 0.89644079 1/t
reference U_c = 2.2310453 t
L = 12: unextrapolated U_c = 2.327514 t
L = 24: unextrapolated U_c = 2.278354 t
L = 48: unextrapolated U_c = 2.254464 t
L = 96: unextrapolated U_c = 2.242695 t
L = 192: unextrapolated U_c = 2.236855 t
U_c from L = 12, 24 only, 1/L removed = 2.231228 t
U_c, all meshes, three powers removed = 2.2310453 t
ratio of successive changes after 1/L removal = 7.842
regularised cone sum Z = -1.404474
1/L coefficient: cones -0.44706, mesh -0.44705 1/t
mesh error, Delta = 0.1 t, L = 60: -1.031e-05 1/t
same from Poisson formula: -1.040e-05 1/t
linear gap coefficient: cones 0.36755, mesh 0.36762 1/t^2
U = 2.26 t: Delta = 0.031222 t, m = 0.013815 hbar
U = 2.30 t: Delta = 0.073031 t, m = 0.031753 hbar
U = 2.34 t: Delta = 0.113460 t, m = 0.048487 hbar
U = 2.38 t: Delta = 0.152658 t, m = 0.064142 hbar
U_c from these gaps, Delta -> 0: 2.23105 t
linear-law Delta at U = 2.26 t: 0.031247 t
error removed per plain step, U = 2.26 t: 0.01300
estimate U/U_c - 1 = 0.01298
plain steps per decimal digit = 176
false Delta, unshifted L = 24, U = 2.0 t: 0.02170 t
same from Dirac-point formula: 0.02177 t
L = 12: gap ratio for 4-fold distance to onset = 2.0013
unrestricted, L = 24, U = 2.0 t: |m| = 0.000000 hbar, 332 steps
unrestricted, L = 24, U = 3.0 t: |m| = 0.222052 hbar, 139 steps
cluster, largest spin response = 0.411291 1/t (Neel)
cluster, next largest response = 0.320525 1/t
U = 2.5 t: m = 0.10563 hbar, band gap = 0.52813 t
U = 3.0 t: m = 0.22205 hbar, band gap = 1.33231 t
U = 3.8 t: m = 0.31977 hbar, band gap = 2.43023 t
ordering energy at U = 3 t: 0.01607 t per site
hexagon mean-field threshold = 2.40000 t
hexagon, U = 2.231 t: effective U = 1.5258 t
hexagon, U = 3.000 t: effective U = 1.7935 t
hexagon, U = 3.800 t: effective U = 1.9757 t
hexagon, U = 3 t: missed correlation = 0.15556 t per site
```
